# Why rods on a line saturate more slowly than lattice dimers

Suppose that the uptake of a surface is measured after pulses of length $t$, $2t$ and $3t$, and the saturated coverage is found by assuming an exponential approach. If the missing coverage really falls as $A/t$, its three values are $A/t$, $A/2t$ and $A/3t$. The two increments in coverage are then $A/2t$ and $A/6t$, with ratio $1/3$. An exponential continues this geometric sequence, so it predicts a remaining uptake of

$$\frac{A}{6t}\left(\frac13+\frac19+\dots\right)=\frac{A}{12t}.$$

The true remainder is $A/3t$, four times larger. The three points lie perfectly on the fitted exponential, and the surface is declared nearly full too early.

Both kinds of approach occur in one simple model of steric saturation. Molecules land at random on an initially empty, infinitely long row. A landing succeeds if the molecule overlaps none already present. Once attached, it neither moves nor leaves. The row eventually jams: empty space remains, but no piece of it is long enough for another molecule. Dimers on a lattice approach jamming exponentially, and rods on a continuous line approach it as $1/t$. The model can be solved in both cases, and the solution shows where the difference comes from.

## Molecules on a lattice

Let each molecule cover $k$ neighbouring sites; a dimer has $k=2$. Each possible position is attempted at rate $\kappa$, independently of the others. There is one position per site. Let $E_n(t)$ be the probability that $n$ given neighbouring sites are all empty.

For $n\ge k$, an empty run is destroyed in two ways. A molecule can land wholly inside it, at any of $n-k+1$ positions. It can also land across an end, with $j$ of its sites outside the run, where $1\le j\le k-1$. That landing needs the $j$ outside sites to be empty as well, which has joint probability $E_{n+j}$. With two ends,

$$\frac{dE_n}{dt}=-\kappa\left[(n-k+1)E_n+2\sum_{j=1}^{k-1}E_{n+j}\right].$$

The equations for different $n$ are coupled, but the geometry gives the form of the solution. For the run to stay empty there must be no attempt wholly inside it. Attempts are independent, so this has probability $e^{-(n-k+1)\kappa t}$. There must also be no invasion across either end. As long as the run is empty, events at one end cannot influence the other, and the chance of no invasion does not depend on $n$. Therefore

$$E_n=e^{-(n-k+1)\kappa t}\,\Phi_k(t),\qquad \Phi_k(0)=1.$$

Insert this into the rate equation. Differentiating the exponential gives $-(n-k+1)\kappa E_n$, which cancels the first loss term. Since $E_{n+j}=e^{-j\kappa t}E_n$, what remains, after division by the common exponential, is

$$\frac{d\Phi_k}{dt}=-2\kappa\,\Phi_k\sum_{j=1}^{k-1}e^{-j\kappa t}.$$

Dividing by $\Phi_k$ and integrating from zero gives

$$\Phi_k=\exp\left[-2\sum_{j=1}^{k-1}\frac{1-e^{-j\kappa t}}{j}\right].$$

The coverage $\theta$ is the fraction of sites covered. Per site, landings succeed at rate $\kappa E_k$, and each covers $k$ sites:

$$\frac{d\theta}{dt}=k\kappa E_k=k\kappa e^{-\kappa t}\Phi_k.$$

Let $\theta_J$ be the jamming coverage and $D=\theta_J-\theta$ the deficit. The deficit is the integral of this rate from $t$ to infinity. With $y=e^{-\kappa t}$, $dy=-\kappa y\,dt$, so

$$D_k=k\int_0^{e^{-\kappa t}}\exp\left[-2\sum_{j=1}^{k-1}\frac{1-y^j}{j}\right]dy.$$

For dimers the sum has one term, and

$$D_2=2e^{-2}\int_0^{e^{-\kappa t}}e^{2y}dy=e^{-2}\left(e^{2e^{-\kappa t}}-1\right).$$

At $t=0$ the deficit equals the whole jamming coverage, so $\theta_J=1-e^{-2}=0.8647$. At late times the outer exponential can be expanded:

$$D_2\simeq2e^{-2}e^{-\kappa t}.$$

The first relative correction is $e^{-\kappa t}$, so this form holds once $\kappa t$ is a few units.

## Rods on a continuous line

Now let the molecule be a rod of length $a$ whose left end may land anywhere. Attempts occur at rate $r$ per unit length and time. Let $E(x,t)$ be the probability that a given interval of length $x\ge a$ is empty. The left end of a rod wholly inside the interval has a range $x-a$. A rod across an end protrudes by some length $u$ between $0$ and $a$, and needs an empty interval of length $x+u$. Thus

$$\frac{\partial E}{\partial t}=-r\left[(x-a)E(x,t)+2\int_0^aE(x+u,t)\,du\right].$$

The same independence of the two ends gives $E=e^{-r(x-a)t}\Phi(t)$, with $\Phi(0)=1$. The interior term cancels as before, leaving

$$\frac{1}{\Phi}\frac{d\Phi}{dt}=-2r\int_0^ae^{-rut}du=-\frac{2(1-e^{-rat})}{t}.$$

Define the dimensionless time $\tau=rat$, the mean number of attempts per rod length. Integration gives

$$\Phi=\exp\left[-2\int_0^\tau\frac{1-e^{-u}}{u}\,du\right].$$

The number of rods per length grows at rate $rE(a,t)=r\Phi$. Multiplying by $a$ gives the covered fraction, so $d\theta/d\tau=\Phi$. Integration over all $\tau$ gives $\theta_J=0.7476$.

For the late behaviour, split the integral in $\Phi$ at $u=1$, and write $I(\tau)=\int_\tau^\infty(e^{-u}/u)\,du$:

$$\int_0^\tau\frac{1-e^{-u}}{u}du=\ln\tau+I(\tau)+\left[\int_0^1\frac{1-e^{-u}}{u}du-\int_1^\infty\frac{e^{-u}}{u}du\right].$$

Integrating both terms in the bracket by parts, with $1/u$ as the derivative of $\ln u$, makes the boundary terms vanish. The bracket becomes $-\int_0^\infty e^{-u}\ln u\,du=\gamma$, which is Euler's constant. Hence

$$\Phi=\frac{e^{-2\gamma}}{\tau^2}e^{-2I(\tau)},\qquad
D=e^{-2\gamma}\int_\tau^\infty\frac{e^{-2I(v)}}{v^2}dv\simeq\frac{e^{-2\gamma}}{\tau}.$$

Here $e^{-2\gamma}=0.3152$. The correction is small because $I(\tau)<e^{-\tau}/\tau$. The factor $e^{-2I(v)}$ lies between $e^{-2I(\tau)}$ and 1 throughout the integral, so at $\tau=5$ the simple law is less than 0.3% above the full deficit.

The two systems start alike. If $k\kappa=ra$, both have $d\theta/d\tau=1$ on the empty row. To first order in time the rate falls as $1-3\tau/2$ for dimers and $1-2\tau$ for rods. The difference that matters here develops later.

## Reading the power law from the gaps

Call $h=x-a$ the target of a gap of length $x>a$. It is the range available to the left end of a new rod, so the gap is filled at rate $rh$. A gap barely longer than a rod is open, but it may wait a very long time for a sufficiently well-placed attempt.

The solution also tells us how many such gaps exist. Let $g(x,t)\,dx$ be the number of gaps per unit length of row with lengths between $x$ and $x+dx$. A gap of length $\ell$ offers a range $\ell-x$ of positions for an empty interval of length $x$, so

$$E(x,t)=\int_x^\infty(\ell-x)g(\ell,t)\,d\ell.$$

Differentiating once gives minus the number density of gaps longer than $x$; differentiating again gives $g=\partial^2E/\partial x^2$. For $x>a$,

$$a^2g=\tau^2\Phi\,e^{-h\tau/a}\simeq e^{-2\gamma}e^{-h\tau/a}.$$

At late times the density at $h\to0$ is therefore constant and not zero. The reason lies in how gaps are made. A rod landing in a long gap has a uniformly distributed position, so the leftover length is also uniformly distributed over its allowed range. Nothing in this process avoids lengths just above $a$. To leave a gap with target $h$, the parent must have a target of at least $a+h$. Such parents disappear exponentially fast, so the supply stops and the density near $h=0$ freezes.

A gap with $0<h<a$ accepts exactly one more rod. After the landing, the two leftovers have total length $h<a$, so neither can take another. Each open gap thus contributes one rod length to the missing coverage. Late in the process,

$$D\simeq a\int_0^\infty\frac{e^{-2\gamma}}{a^2}e^{-rht}dh=\frac{e^{-2\gamma}}{rat}.$$

The upper limit may be extended beyond $a$ because the added part is exponentially small. This reproduces both the power and the prefactor. Each individual gap has an exponential waiting law; the power comes from summing over a continuous range of rates that reaches zero. At time $t$, the gaps still open have a mean target of $a/\tau$.

The possibility of arbitrarily small targets is necessary for this result but does not suffice to fix the power. Their density at $h=0$ must also be finite and nonzero. If it vanished in proportion to $h$, the integral $\int_0^\infty h e^{-rht}dh=1/(rt)^2$ would give a deficit falling as $t^{-2}$. If no target were shorter than some $h_{\min}>0$, every gap would be filled at least at rate $rh_{\min}$, and the late deficit would fall at least as fast as $e^{-rh_{\min}t}$. A lattice imposes just such a minimum: an open gap has at least one landing position, so its filling rate is at least $\kappa$.

A direct simulation of random landings on a closed ring of $100\,000$ rod lengths supports this account. At $\tau=10$ the deficit is 0.0309, against 0.0315 from the formula. The mean target is $0.1002a$, against the predicted $0.1a$. For $h<0.02a$ the value of $a^2g$ is 0.266, against 0.286; about 530 gaps fall in this window, so the difference is within two standard deviations of counting noise. The targets recorded at $\tau=10$, each given its own survival factor $e^{-10h/a}$, forecast a deficit of 0.0152 at $\tau=20$. The simulation then finds 0.0152.

## Restoring a shortest target

A finer lattice connects the two cases. Keep the rod length and the attempt rate per length fixed, and divide the rod into $k$ sites, so that $\kappa=ra/k$. The shortest target is now $a/k$. For $\tau\gg1$, the quantity $y^k\le e^{-\tau}$ is negligible throughout the integral for $D_k$, and the sum over $y^j/j$ can be continued to infinity:

$$\sum_{j=1}^{k-1}\frac{y^j}{j}\simeq-\ln(1-y).$$

Let $H_{k-1}=\sum_{j=1}^{k-1}1/j$. The integral becomes

$$D_k\simeq ke^{-2H_{k-1}}\int_0^{e^{-\tau/k}}\frac{dy}{(1-y)^2}
=\frac{ke^{-2H_{k-1}}}{e^{\tau/k}-1}.$$

For large $k$, $H_{k-1}\simeq\ln k+\gamma$, and so

$$D_k\simeq\frac{e^{-2\gamma}}{k\left(e^{\tau/k}-1\right)}.$$

When $1\ll\tau\ll k$, the denominator is close to $\tau$ and the deficit follows the continuum law. When $\tau\gg k$, it becomes $(e^{-2\gamma}/k)e^{-\tau/k}$. The power law fades gradually as the mean target shrinks towards one lattice spacing: the deficit is about 0.77 of the continuum value at $\tau=k/2$ and 0.58 at $\tau=k$, where the mean continuum target equals one spacing. After that, gaps with a single landing position dominate.

The full formulas give these deficits at equal attempt rate per length:

| $\tau$ | $k=2$ | $k=20$ | $k=200$ | line |
|---|---|---|---|---|
| 5 | 0.0241 | 0.0583 | 0.0626 | 0.0630 |
| 20 | $1.23\times10^{-5}$ | 0.00965 | 0.0151 | 0.0158 |
| 100 | $5.2\times10^{-23}$ | $1.12\times10^{-4}$ | 0.00244 | 0.00315 |
| 500 | $7\times10^{-110}$ | $2.3\times10^{-13}$ | $1.42\times10^{-4}$ | $6.30\times10^{-4}$ |

At $\tau=5$ the lattice with $k=200$ is within 1% of the line. At $\tau=500$ its deficit is less than a quarter of the continuum value. The dimer values at the longest times are mathematical results for an infinite row; a row of any realistic length would almost certainly have jammed completely long before.

## A precursor pulse

Consider a bulky hafnium amide of molar mass 355 g/mol at 0.1 Torr and 473 K. It lands on a row 0.8 nm wide and occupies 0.8 nm along it. Assume that an impinging molecule reacts with probability $s=10^{-3}$ when there is room. The kinetic-theory flux, with molecular mass $m$ and pressure $p$, is

$$J=\frac{p}{\sqrt{2\pi mk_BT}}=8.57\times10^4\ \mathrm{nm^{-2}\,s^{-1}}.$$

Multiplying by the reaction probability and the row width $w$ gives the attempt rate per length:

$$r=sJw=10^{-3}(8.57\times10^4)(0.8)=68.6\ \mathrm{nm^{-1}\,s^{-1}}.$$

Hence $ra=54.9\ \mathrm{s^{-1}}$. In the lattice version the molecule bridges two sites 0.4 nm apart, with $\kappa=ra/2=27.4\ \mathrm{s^{-1}}$. Pressure, temperature, molecular length and $r$ are the same in both versions.

After 0.1 s, $\tau=5.49$. The dimer deficit is 0.0186 and the rod deficit is 0.0575. After 0.4 s, $\tau=21.9$, and the rod deficit is $0.3152/21.9=0.0144$. For dimers $\kappa t=10.97$, and $2e^{-2}e^{-10.97}=4.7\times10^{-6}$. The rod gaps still open have a mean target of only $0.8/21.9=0.036$ nm.

Dimers reach 98% of their own jamming coverage in 0.1025 s and 99.8% in 0.1845 s. The tenfold reduction in deficit costs 0.082 s, close to the late-time value $\ln10/\kappa=0.084$ s. Rods reach the same fractions of their jamming coverage in 0.384 s and 3.84 s. For them a tenfold smaller deficit takes a tenfold longer pulse.

If the $1/t$ regime is known to apply, two pulses suffice to find the saturated value. From $\theta(t)=\theta_J-A/t$,

$$2\theta(2t)-\theta(t)=2\theta_J-\frac{A}{t}-\theta_J+\frac{A}{t}=\theta_J.$$

This extrapolation requires a constant attempt rate, $\tau$ of at least a few units in the shorter pulse, and targets that are still effectively continuous and hard-edged in the longer one.

## What a real surface changes

The inputs are meant to resemble, roughly, the deposition of hafnium oxide near 200 °C from an amide precursor, with pulses of tenths of a second. The reaction probability is an assumption, and all model times scale inversely with it. Another strong assumption is that a molecule can bond anywhere along the row. Real precursors react at discrete surface groups, whose spacing may be far larger than the 0.036 nm target reached at 0.4 s. Replacing the continuous row by the regular two-site lattice lowers the deficit at that time by a factor of about 3000. The factor depends strongly on the spacing: with four sites per molecule, 0.2 nm apart, the formula for $D_k$ gives about 34. Irregularly placed groups would need their own calculation. The model also lets a molecule react only where it strikes. A weakly adsorbed precursor that slides along the surface before reacting or leaving can find a narrow gap, so the filling rate is no longer proportional to $h$, and the $1/t$ law need not hold. A full surface is also two-dimensional, and the exponent found for one row should not be transferred to it.

Molecular edges are soft as well. Treat each contact as a spring of assumed stiffness $K=10$ N/m. The thermal blur is $\sigma=\sqrt{k_BT/K}=0.026$ nm, already comparable with the mean target at 0.4 s. For $h\ge0$, adding the Boltzmann-weighted overlap at both ends changes the target to

$$h+2\int_0^\infty e^{-u^2/2\sigma^2}du=h+\sqrt{2\pi}\,\sigma.$$

Gaps slightly shorter than the hard rod can also be filled, with a smaller weight. If the gap density is taken as flat through $h=0$ and kept at its hard-rod value, soft rods have a late uptake rate 1.01 times the hard-rod rate at 0.1 s, 1.15 times at 0.4 s, 1.6 times at 1 s and 4.2 times at 4 s. Softness also changes the earlier filling and so the number of gaps left; including this raises all four ratios by roughly a tenth. For this stiffness the hard-rod uptake rate is thus too low by about 10% at 0.1 s, and the soft rate is about a quarter above it at 0.4 s. The time of 3.84 s for 99.8% saturation is a property of ideal hard rods, not a prediction for this precursor.

Three further neglected effects, namely hopping, desorption and the gradual rise of the pressure, change the uptake rate at 0.4 s much less than softness does, for the chosen numbers. With an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ and an assumed hopping barrier of 1.6 eV, a rod makes $3.6\times10^{-5}$ hops in 0.4 s. Even if each hop made room for another rod, the added coverage would be about 0.2% of the remaining deficit. An assumed desorption barrier of 2.0 eV gives $2\times10^{-9}$ desorptions per rod. A linear pressure rise lasting 10 ms loses the equivalent of 5 ms of exposure, which raises the rod deficit at 0.4 s by 1.3% and the uptake rate by 2.5%. At 0.1 s the same loss raises the uptake rate by about 11%, as much as softness does. Lower barriers or a slower valve would change this ranking. The remaining values are in the numerical output below.

## Calculated quantities

```
jamming coverage, dimers: 0.864665
jamming coverage, rods: 0.747598; simulated 0.7470
amplitude exp(-2 gamma): 0.315237
largest dimer formula error: 8.0e-14
rod coverage at tau=5: formula 0.684570, lattice extrapolation 0.684559
simulated ring length: 100000 rod lengths
tau=5: rod deficit formula 0.06303, simulated 0.06230
tau=10: rod deficit formula 0.03152, simulated 0.03090
tau=20: rod deficit formula 0.01576, simulated 0.01524
tau=40: rod deficit formula 0.00788, simulated 0.00741
mean open target at tau=10: 0.1002 a (theory 1/tau)
target density for h<0.02 a at tau=10: simulated 0.266, theory 0.286 (per a^2)
deficit at tau=20 forecast from targets at tau=10: 0.01524
decay power if target density vanishes as h: 2.000
k=20: deficit ratio kappa t=6 to 5: 0.3663; exp(-1)=0.3679
deficits at equal attempt rate per length (k=2, 20, 200, line):
  tau=5: 2.415e-02, 5.834e-02, 6.256e-02, 6.303e-02
  tau=20: 1.229e-05, 9.647e-03, 1.506e-02, 1.576e-02
  tau=100: 5.221e-23, 1.125e-04, 2.442e-03, 3.152e-03
  tau=500: 7.225e-110, 2.302e-13, 1.417e-04, 6.305e-04
pressure 0.1 Torr, temperature 473.15 K, molar mass 355 g/mol
reaction probability 1e-03; rod length 0.8 nm, row width 0.8 nm, site spacing 0.4 nm
impingement flux: 8.5710e+04 nm^-2 s^-1
r: 68.568 nm^-1 s^-1; r a: 54.855 s^-1; kappa: 27.427 s^-1
t=0.05 s: tau=2.74, dimer deficit 8.948e-02, rod deficit 1.141e-01, a/tau=0.2917 nm
t=0.1 s: tau=5.49, dimer deficit 1.860e-02, rod deficit 5.746e-02, a/tau=0.1458 nm
t=0.2 s: tau=10.97, dimer deficit 1.127e-03, rod deficit 2.873e-02, a/tau=0.0729 nm
t=0.4 s: tau=21.94, dimer deficit 4.654e-06, rod deficit 1.437e-02, a/tau=0.0365 nm
time to 98.0% of jamming: dimers 0.1025 s, rods 0.3843 s
time to 99.8% of jamming: dimers 0.1845 s, rods 3.8435 s
assumed barriers: hop 1.6 eV, desorption 2.0 eV; prefactor 1e+13 s^-1
in 0.4 s: hops per rod 3.63e-05, desorptions per rod 1.99e-09
linear pressure ramp of 10 ms raises rod deficit at 0.4 s by 1.27 %
contact stiffness 10 N/m: thermal blur 0.0256 nm
soft/hard late uptake rate at t=0.1 s: 1.012
soft/hard late uptake rate at t=0.4 s: 1.148
soft/hard late uptake rate at t=1.0 s: 1.609
soft/hard late uptake rate at t=4.0 s: 4.220
```
